# LAPW matching coefficients for symmetry-equivalent atoms

In a model crystal with eight equivalent atoms, the nonspherical potential inside the atomic spheres couples two particular LAPW basis functions with a matrix element of $-0.01241$ eV. Its imaginary part vanishes. If one sign, $(-1)^l$, is left out of the matching coefficients of the four atoms reached by improper operations, the same sum becomes $-0.00047-0.01682\,i$ eV. The overlap of the basis functions in the spheres does not change. Both facts follow from the way a plane wave looks in the local frame of each atom.

## The local frame

Let $\{R|\mathbf t\}$ be a space-group operation, $\mathbf r\to R\mathbf r+\mathbf t$. The matrix $R$ is orthogonal, $R^{-1}=R^{T}$, with $\det R=+1$ (proper) or $-1$ (improper). It takes the representative atom at $\boldsymbol\tau_1$ to atom $\alpha$:

$$\boldsymbol\tau_\alpha=R\boldsymbol\tau_1+\mathbf t. \tag{1}$$

Any lattice vector needed to bring $\boldsymbol\tau_\alpha$ to its chosen position is included in $\mathbf t$, so (1) is an equality and not a statement modulo the lattice. One operation is chosen for each atom and kept throughout.

Local coordinates $\boldsymbol\rho$ at atom $\alpha$ are defined by

$$\mathbf r=\boldsymbol\tau_\alpha+R\boldsymbol\rho. \tag{2}$$

For the representative, $R=1$ and $\mathbf t=0$, so its axes are the global ones. The crystal potential is a scalar with $V(R\mathbf r+\mathbf t)=V(\mathbf r)$. Setting $\mathbf r=\boldsymbol\tau_1+\boldsymbol\rho$ and using (1) gives

$$V(\boldsymbol\tau_\alpha+R\boldsymbol\rho)=V(\boldsymbol\tau_1+\boldsymbol\rho). \tag{3}$$

Equivalent atoms therefore have the same potential as a function of $\boldsymbol\rho$. For improper $R$ the local axes are left-handed. This causes no difficulty: $Y_{lm}(\boldsymbol\rho)$ is a definite function of the three components of $\boldsymbol\rho$. Here and below, a vector argument of $Y_{lm}$ stands for its direction, and the harmonics are complex and orthonormal with the Condon–Shortley phase.

## Matching one plane wave

The algebra is in Hartree atomic units. Outside the spheres the basis function is $\phi_{\mathbf K}=\Omega^{-1/2}e^{i\mathbf K\cdot\mathbf r}$, where $\mathbf K=\mathbf k+\mathbf G$ and $\Omega$ is the cell volume. Inside sphere $\alpha$, of radius $S$, it is

$$\phi_{\mathbf K}(\boldsymbol\tau_\alpha+R\boldsymbol\rho)=\sum_{lm}\left[A^\alpha_{lm}(\mathbf K)u_l(\rho)+B^\alpha_{lm}(\mathbf K)\dot u_l(\rho)\right]Y_{lm}(\boldsymbol\rho). \tag{4}$$

Here $u_l$ is the real solution, regular at the origin, of the radial equation in the spherical part of the potential at energy $E_l$, normalized by $\int_0^S\rho^2u_l^2\,d\rho=1$ and taken positive near the origin, and $\dot u_l=\partial u_l/\partial E_l$. The sign convention fixes the sign of $A$ and $B$; the basis function itself does not depend on it. By (3), equivalent atoms share these functions if they are given the same $S$ and $E_l$.

On the sphere the exponent of the plane wave is

$$\mathbf K\cdot(\boldsymbol\tau_\alpha+R\boldsymbol\rho)=\mathbf K\cdot\boldsymbol\tau_\alpha+(R^{-1}\mathbf K)\cdot\boldsymbol\rho, \tag{5}$$

because $\mathbf K\cdot R\boldsymbol\rho=(R^{T}\mathbf K)\cdot\boldsymbol\rho$. The inverse appears because it is the wave vector, not the atom, that is being expressed in local axes.

To separate angles, expand $e^{izx}$ in Legendre polynomials on $-1\le x\le1$. The integral representation $\int_{-1}^{1}P_l(x)e^{izx}dx=2i^lj_l(z)$ gives $e^{izx}=\sum_l(2l+1)i^lj_l(z)P_l(x)$. The addition theorem $(2l+1)P_l(\hat{\mathbf q}\cdot\hat{\boldsymbol\rho})=4\pi\sum_mY^*_{lm}(\mathbf q)Y_{lm}(\boldsymbol\rho)$ then yields the Rayleigh expansion

$$e^{i\mathbf q\cdot\boldsymbol\rho}=4\pi\sum_{lm}i^lj_l(q\rho)Y^*_{lm}(\mathbf q)Y_{lm}(\boldsymbol\rho). \tag{6}$$

Apply it with $\mathbf q=R^{-1}\mathbf K$, whose length is $K=|\mathbf K|$. Each $(l,m)$ component of the wave is $j_l(K\rho)$ times a constant, so value and slope match at $\rho=S$ if

$$a_lu_l+b_l\dot u_l=j_l(KS),\qquad a_lu_l'+b_l\dot u_l'=Kj_l'(KS). \tag{7}$$

The radial functions are taken at $S$; primes on them are radial derivatives, and $j_l'$ is the derivative with respect to the argument. The coefficients are

$$A^\alpha_{lm}(\mathbf K)=\frac{4\pi i^l}{\sqrt\Omega}\,a_l(K)\,e^{i\mathbf K\cdot\boldsymbol\tau_\alpha}\,Y^*_{lm}(R^{-1}\mathbf K), \tag{8}$$

and $B^\alpha_{lm}$ is the same with $b_l$ in place of $a_l$.

The determinant of (7), $u_l\dot u_l'-u_l'\dot u_l$, follows from the radial equation. With $p=\rho u_l$,

$$-\tfrac12p''+\left[V_0(\rho)+\frac{l(l+1)}{2\rho^2}-E_l\right]p=0,$$

where $V_0$ is the spherical potential. Differentiation with respect to $E_l$ gives the same operator acting on $\dot p$, with $p$ on the right-hand side. Multiply the differentiated equation by $p$, the original one by $\dot p$, and subtract. The bracket cancels, leaving $-\tfrac12(p\dot p''-\dot pp'')=p^2$. The left side is the derivative of $-\tfrac12(p\dot p'-\dot pp')$, which vanishes at the origin. Integration to $S$ gives $-\tfrac12(p\dot p'-\dot pp')_S=1$. Since $p'=u_l+\rho u_l'$, the terms without radial derivatives of $u_l$ cancel and $p\dot p'-\dot pp'=\rho^2(u_l\dot u_l'-\dot u_lu_l')$. Hence

$$u_l\dot u_l'-u_l'\dot u_l=-\frac{2}{S^2}. \tag{9}$$

The determinant is never zero, and the solution of (7) is unique:

$$a_l=\frac{S^2}{2}\left[Kj_l'\dot u_l-j_l\dot u_l'\right],\qquad b_l=\frac{S^2}{2}\left[j_lu_l'-Kj_l'u_l\right]. \tag{10}$$

These depend on the length of $\mathbf K$ but not on its direction, so they are common to all equivalent atoms. At $K=0$ the right-hand sides of (7) vanish for $l\ge1$, and only $l=0$ survives; the undefined direction of $\mathbf K$ is then harmless.

## The structure phase

Insert (1) into the phase in (8):

$$\mathbf K\cdot\boldsymbol\tau_\alpha=(R^{-1}\mathbf K)\cdot\boldsymbol\tau_1+\mathbf K\cdot\mathbf t. \tag{11}$$

The first term is the phase that the representative atom itself has for the wave vector $R^{-1}\mathbf K$. Comparison with (8) for $\alpha=1$ gives

$$\boxed{A^\alpha_{lm}(\mathbf K)=e^{i\mathbf K\cdot\mathbf t}A^1_{lm}(R^{-1}\mathbf K)} \tag{12}$$

and the same relation for $B$. The full phase $e^{i\mathbf K\cdot\boldsymbol\tau_\alpha}$ belongs with coefficients stripped of their atomic phase, as in (8). The phase $e^{i\mathbf K\cdot\mathbf t}$ belongs with $A^1$, which already contains the phase of $\boldsymbol\tau_1$.

Two properties of $R^{-1}\mathbf K=R^{-1}\mathbf k+R^{-1}\mathbf G$ matter when (12) is used. First, $R^{-1}\mathbf G$ is a reciprocal-lattice vector. For a lattice vector $\mathbf T$, conjugating the translation by $\{R|\mathbf t\}$ gives the translation $R\mathbf T$, which is therefore a lattice vector too, and $(R^{-1}\mathbf G)\cdot\mathbf T=\mathbf G\cdot R\mathbf T$ is a multiple of $2\pi$. Second, $R^{-1}\mathbf k$ is in general a different Bloch vector. The right side of (12) must be evaluated at $R^{-1}\mathbf K$; it cannot in general be looked up among the representative's coefficients at $\mathbf k$.

Moving atom $\alpha$ by $\mathbf T$ adds $\mathbf T$ to $\mathbf t$. Since $e^{i\mathbf G\cdot\mathbf T}=1$, all its coefficients acquire the common factor $e^{i\mathbf k\cdot\mathbf T}$, as Bloch's theorem requires.

## Where $(-1)^l$ enters

Equation (12) contains no explicit parity factor and holds for improper $R$ as it stands. The factor appears when the rotation is carried out with the proper matrix $P=(\det R)R$, for example through Euler angles. Then $R^{-1}\mathbf K=(\det R)P^{-1}\mathbf K$. Because $r^lY_{lm}$ is a homogeneous polynomial of degree $l$, $Y_{lm}(-\mathbf n)=(-1)^lY_{lm}(\mathbf n)$, and so

$$Y_{lm}(R^{-1}\mathbf K)=(\det R)^l\,Y_{lm}(P^{-1}\mathbf K). \tag{13}$$

For improper $R$ this is the factor $(-1)^l$. Adding it to (12) would count it twice, which has the same effect as omitting it from the right side of (13).

The same factor occurs in a transformation to global axes. Define the unitary matrices $D^l(R)$ by

$$Y_{lm}(R^{-1}\mathbf n)=\sum_{m'}D^l_{m'm}(R)Y_{lm'}(\mathbf n),\qquad D^l(R)=(\det R)^lD^l(P). \tag{14}$$

In (4), $\boldsymbol\rho=R^{-1}(\mathbf r-\boldsymbol\tau_\alpha)$. Substituting (14) and collecting the coefficient of $Y_{lm'}(\mathbf r-\boldsymbol\tau_\alpha)$ gives

$$A^{\alpha,\mathrm{glob}}_{lm'}(\mathbf K)=\sum_mD^l_{m'm}(R)A^\alpha_{lm}(\mathbf K). \tag{15}$$

When (8) is inserted, the conjugate of (14) and the unitarity of $D^l$ turn $\sum_mD^l_{m'm}Y^*_{lm}(R^{-1}\mathbf K)$ into $Y^*_{lm'}(\mathbf K)$. This is the result of matching directly in global axes, where no rotation is needed.

One may instead insist on right-handed local axes, $\mathbf r=\boldsymbol\tau_\alpha+P\boldsymbol\sigma$. Since $R\boldsymbol\rho=P\boldsymbol\sigma$, the coordinates are related by $\boldsymbol\sigma=(\det R)\boldsymbol\rho$. The matching harmonic is then $Y^*_{lm}(P^{-1}\mathbf K)$ without a parity factor, but (3) becomes $V(\boldsymbol\tau_\alpha+P\boldsymbol\sigma)=V(\boldsymbol\tau_1+(\det R)\boldsymbol\sigma)$. For an improper operation the odd-$L$ components of the potential change sign. The parity is carried either by the coefficients or by the potential, and the two choices must not be mixed.

## Consequences for matrix elements

Let $v$ be the nonspherical potential in a sphere. Write $C_{0lm}=A_{lm}$, $C_{1lm}=B_{lm}$, $u_{0l}=u_l$, $u_{1l}=\dot u_l$. The volume element is unchanged by $R$, so by (3) and (4)

$$H^\alpha_{\mathbf K\mathbf K'}=\sum_{plm}\sum_{p'l'm'}C^{\alpha*}_{plm}(\mathbf K)\,t_{plm,p'l'm'}\,C^\alpha_{p'l'm'}(\mathbf K'), \tag{16}$$

$$t_{plm,p'l'm'}=\int_{\rho<S}u_{pl}Y^*_{lm}\,v(\boldsymbol\rho)\,u_{p'l'}Y_{l'm'}\,d^3\rho. \tag{17}$$

One matrix $t$ serves all equivalent atoms. This is the practical gain from local frames. With (12),

$$H^\alpha_{\mathbf K\mathbf K'}=e^{-i(\mathbf K-\mathbf K')\cdot\mathbf t}\,H^1_{R^{-1}\mathbf K,\,R^{-1}\mathbf K'}. \tag{18}$$

Suppose now that the parity factor is omitted for an improper operation. Each term of (16) is multiplied by $(-1)^{l+l'}$. A component of $v$ with angular momentum $L$ has parity $(-1)^L$, so its integral (17) vanishes unless $l+l'+L$ is even. The factor thus equals $(-1)^L$: even-$L$ contributions are unchanged and odd-$L$ contributions are reversed. The sphere overlap corresponds to a constant in place of $v$, $L=0$, and cannot reveal the error. Neither can the matrix elements of $v$ if the atom is an inversion centre, for then $v$ has no odd components.

Diagonal elements do not reveal it either. Remove the phase $e^{i\mathbf K\cdot\boldsymbol\tau_\alpha}$ from $\phi_{\mathbf K}$ in the sphere. The boundary data are then those of $e^{i\mathbf q\cdot\boldsymbol\rho}$, which is conjugated by $\boldsymbol\rho\to-\boldsymbol\rho$. Since the radial functions are real and the matching is unique, the augmented function has the same property. Changing $\boldsymbol\rho$ to $-\boldsymbol\rho$ in the integral shows that, apart from the factor $e^{-i(\mathbf K-\mathbf K')\cdot\boldsymbol\tau_\alpha}$, even-$L$ elements are real and odd-$L$ elements imaginary. For $\mathbf K=\mathbf K'$ the odd element must also be real, by Hermiticity, and is therefore zero.

## A fourfold rotoinversion

The model crystal of the opening is tetragonal, with $a=8$ Å, $c=7$ Å and $S=1$ Å. Its eight operations modulo lattice translations are generated by inversion at the origin and a fourfold rotation about $z$ combined with the fractional translation $(0,\tfrac12,\tfrac12)$. The representative is at $(0.15,0.10,0.20)$ in fractional coordinates. The nearest distance between atoms, 2.16 Å, exceeds $2S$, so the spheres do not overlap. The spherical potential is $-30[1-(\rho/S)^2]$ eV, all $E_l$ are 5 eV, and the sums stop at $l=10$. In local coordinates

$$v=2\frac{x}{S}+3\frac{xy}{S^2}+4\frac{xyz}{S^3}\quad\text{(eV)}.$$

The first and third terms are odd and the second is even.

Take the atom reached by

$$R=\begin{pmatrix}0&1&0\\-1&0&0\\0&0&-1\end{pmatrix},\qquad \mathbf t=(0,\tfrac12,\tfrac12),\qquad\det R=-1.$$

Equation (1) puts it at $(0.10,\,-0.15+0.50,\,-0.20+0.50)=(0.10,0.35,0.30)$. With $\mathbf k=(0.2,0.1,0.3)$ and $\mathbf G=(1,2,-1)$ in reciprocal-lattice units, $\mathbf K=(0.9425,1.6493,-0.6283)$ Å$^{-1}$. Transposing $R$ gives

$$R^{-1}\mathbf K=(-K_y,K_x,-K_z)=(-1.6493,\,0.9425,\,0.6283)\ \text{Å}^{-1}.$$

Its Bloch part is $R^{-1}\mathbf k=(-0.1,0.2,-0.3)$, which is not equivalent to $\mathbf k$, and its reciprocal-lattice part is $(-2,1,1)$.

The phase is $\mathbf K\cdot\mathbf t=2\pi\,[\tfrac12(2.1)+\tfrac12(-0.7)]=4.3982$ rad, or $e^{i\mathbf K\cdot\mathbf t}=-0.3090-0.9511\,i$. For $l=1$, $m=0$, equation (12) reads

$$A^\alpha_{10}=(-0.3090-0.9511\,i)(0.00724+0.02012\,i)=0.0169-0.0131\,i.$$

Now use $P^{-1}\mathbf K=-R^{-1}\mathbf K$ in the harmonic of (8) without the parity factor, keeping the phase $e^{i\mathbf K\cdot\boldsymbol\tau_\alpha}$. The direction is reversed, $Y_{10}$, which is proportional to its $z$ component, changes sign, and the result is $-0.0169+0.0131\,i$. For $l=0$ both routes give $-0.0445-0.0574\,i$.

The second basis function has $\mathbf G'=(-1,1,1)$ at the same $\mathbf k$. In this sphere the even term contributes $0.00069+0.00022\,i$ eV and the odd terms $-0.00055+0.00170\,i$ eV. Omitting the parity factor changes the latter to $0.00055-0.00170\,i$ eV and leaves the former alone.

## The sum over atoms

The vanishing imaginary part of the full sum comes from inversion. Conjugating the boundary data of $\phi_{\mathbf K}$ gives those of $\phi_{-\mathbf K}$, so $\phi_{-\mathbf K}=\phi^*_{\mathbf K}$ by uniqueness of the matching. Since $v$ is real, $H^1_{-\mathbf Q,-\mathbf Q'}=(H^1_{\mathbf Q\mathbf Q'})^*$. Inversion pairs each atom having $(R,\mathbf t)$ with one having $(-R,-\mathbf t)$, up to a lattice vector that drops out of (18) because $\mathbf K-\mathbf K'$ is a reciprocal-lattice vector. By (18) the two contributions are complex conjugates.

Let $e_\alpha$ and $o_\alpha$ be the even and odd parts of $H^\alpha_{\mathbf K\mathbf K'}$, and let the sums run over the four atoms with proper $R$. The correct result and the result without the parity factor are

$$H=2\,\mathrm{Re}\sum_\alpha(e_\alpha+o_\alpha),\qquad \tilde H=2\,\mathrm{Re}\sum_\alpha e_\alpha+2i\,\mathrm{Im}\sum_\alpha o_\alpha. \tag{19}$$

In the second expression the improper partner contributes $-o_\alpha^*$ instead of $o_\alpha^*$. This accounts for the opening numbers. The real part that remains, $-0.00047$ eV, is the entire even contribution. The correct odd contribution is $-0.01241+0.00047=-0.01194$ eV; the omission removes it and puts $-0.01682\,i$ eV in its place.

The error also breaks a symmetry of the matrix. On a plane wave, $\phi_{R\mathbf K}(R\mathbf r+\mathbf t)=e^{iR\mathbf K\cdot\mathbf t}\phi_{\mathbf K}(\mathbf r)$, and unique matching with common radial functions extends this into the spheres. Changing variables in the integral gives, for every operation of the group,

$$H_{R\mathbf K,R\mathbf K'}=e^{-i(R\mathbf K-R\mathbf K')\cdot\mathbf t}H_{\mathbf K\mathbf K'}. \tag{20}$$

The operation carries each atom's even and odd parts to another atom in the same way. An improper one, however, exchanges the atoms with correct and reversed odd parts. In $\tilde H$ the odd sum therefore returns with the wrong sign, and (20) is violated by twice its magnitude, $2\times0.01682=0.0336$ eV, as found for the rotoinversion above. With the correct coefficients the violation is at rounding level.

Dropping $e^{i\mathbf K\cdot\mathbf t}$ from (12) is a separate error. The sum becomes $0.00074$ eV instead of $-0.01241$ eV. It is still real, because the terms $H^1_{R^{-1}\mathbf K,R^{-1}\mathbf K'}$ for $R$ and $-R$ remain conjugate. A real matrix element is thus no evidence that the structure phase is right.

The numerical check tests (12) for all eight atoms by projecting the plane wave and its slope on each sphere, and tests (16) by integrating in global axes without rotating $\mathbf K$. With $l\le10$ and $KS\approx2.0$ for the larger wave vector, the largest boundary mismatch on the directions of its angular grid is $6\times10^{-7}$, relative to the wave amplitude for values and to $K$ times that amplitude for slopes; over all directions the maximum, reached by the slope along $\pm\mathbf K$, is $7\times10^{-7}$. This remainder comes from ending the sum over $l$; the relation (12) holds separately for each $l$ and is unaffected by the cutoff.

## Values computed for the example and the checks

```
cell a, c; sphere radius S: 8.0, 7.0; 1.0 angstrom
well depth, linearization energy: 30.0, 5.0 eV
odd x, even xy, odd xyz strengths: 2.0, 3.0, 4.0 eV
atoms in orbit: 8; largest l: 10
nearest distance: 2.1564 angstrom
representative, fractional: (0.1500, 0.1000, 0.2000)
featured R, rows: [[0, 1, 0], [-1, 0, 0], [0, 0, -1]]
featured det R: -1
featured t, fractional: (0.0000, 0.5000, 0.5000)
featured atom, fractional: (0.1000, 0.3500, 0.3000)
k, reciprocal-lattice units: (0.2000, 0.1000, 0.3000)
G and second G, integers: [1, 2, -1] [-1, 1, 1]
K: (0.9425, 1.6493, -0.6283) 1/angstrom
second K: (-0.6283, 0.8639, 1.1669) 1/angstrom
R^-1 K: (-1.6493, 0.9425, 0.6283) 1/angstrom
R^-1 k, reciprocal units: (-0.1000, 0.2000, -0.3000)
R^-1 G, integers: [-2, 1, 1]
|K| S: 2.00084 (dimensionless)
K.t: 4.398230 rad
exp(i K.t): -0.309017 -0.951057 i
A_1(R^-1 K), l=0 m=0: +0.068367 -0.024614 i
A_atom(K), l=0 m=0: -0.044536 -0.057415 i
  same, parity omitted: -0.044536 -0.057415 i
B_atom(K), l=0 m=0: +0.267453 +0.344798 i eV
A_1(R^-1 K), l=1 m=0: +0.007244 +0.020122 i
A_atom(K), l=1 m=0: +0.016898 -0.013108 i
  same, parity omitted: -0.016898 +0.013108 i
B_atom(K), l=1 m=0: +0.001035 -0.000803 i eV
A_1(R^-1 K), l=2 m=1: -0.011091 -0.001945 i
A_atom(K), l=2 m=1: +0.001578 +0.011149 i
  same, parity omitted: +0.001578 +0.011149 i
B_atom(K), l=2 m=1: +0.004471 +0.031590 i eV
A_1(R^-1 K), l=3 m=2: +0.002348 -0.002829 i
A_atom(K), l=3 m=2: -0.003416 -0.001359 i
  same, parity omitted: +0.003416 +0.001359 i
B_atom(K), l=3 m=2: -0.015009 -0.005970 i eV
featured sphere overlap: +0.00549831 +0.00178651 i
featured even potential element: +0.00068675 +0.00022314 i eV
featured odd potential element: -0.00055187 +0.00169847 i eV
  odd element, parity omitted: +0.00055187 -0.00169847 i eV
sum over atoms, correct: -0.01241246 -0.00000000 i eV
sum, parity omitted: -0.00047327 -0.01681668 i eV
sum, exp(i K.t) omitted: +0.00073777 +0.00000000 i eV
symmetry violation, correct: 2.4e-17 eV
symmetry violation, parity omitted: 3.363e-02 eV
largest boundary mismatch: 6.0e-07 (relative)
largest projection difference, a.u.: 2.3e-15
general improper rotation difference, a.u.: 1.4e-17
largest direct-integral difference, a.u.: 1.3e-17
```
